# Free and clamped pyroelectric coefficients of a wurtzite crystal, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a held face to a free crystal

### The situation

A gallium nitride power transistor may stand at 300 K when idle and reach 500 K under load. Gallium nitride is polar: along its hexagonal axis the centres of positive and negative charge do not balance, and the two basal faces carry opposite bound charges. Heating changes these charges, and with them the electrostatics of the device.

Two things happen during heating. The atoms change their average positions inside each unit cell, and the cell itself expands. The crystal is piezoelectric, so expansion also moves charge. If the cell were held at fixed size, the first effect would act alone. The question is how the response of a freely expanding crystal follows from that of the held one.

Consider first a measurement without a transistor. A single-domain slab is cut perpendicular to the hexagonal axis, and its basal faces carry thin electrodes joined by a wire. The whole slab is heated slowly and uniformly, and a meter in the wire records the charge.

Axis 3 points along [0001], from a cation to the anion directly above it. The polarization along this axis is $P_3$ and the face area is $A$. The upper face has bound charge $P_3A$. Because the electrodes are joined, the field in the slab is zero, and the upper electrode must hold $-P_3A$. When $P_3A$ grows, positive charge of the same amount leaves the upper electrode through the wire. The meter therefore records the change of $P_3A$.

Let $A_0$ be the area at the starting temperature $T_0$, where the crystal is free of stress. Define

$$D=\frac{P_3A}{A_0},\qquad p=\frac{dD}{dT}.$$

Thus $p$ is the charge per kelvin and per unit original area. At zero field $D$ is the electric displacement referred to the original area. This choice matters, and the second half works out what changes if the current area is used.

### Simple case: the area is held

Suppose rigid grips prevent any in-plane strain while the slab may lengthen along axis 3. The state is then described by the temperature $T$, the axial strain $\varepsilon_3$, and the atomic positions inside the cell. Take one internal coordinate for now: $u$, the height of the anion above its cation in units of the cell height $c$.

The charge is a function $\hat D(u,\varepsilon_3,T)$. The coordinate $u$ is not ours to choose. It settles where the free energy $F(u,\varepsilon_3,T)$ has its minimum, so $F_u=0$, where a subscript denotes a partial derivative. This condition holds throughout slow heating. Its differential must therefore vanish:

$$F_{uu}\,du+F_{u\varepsilon}\,d\varepsilon_3+F_{uT}\,dT=0.$$

At a stable minimum $F_{uu}>0$, and we may divide by it:

$$du=-\frac{F_{u\varepsilon}}{F_{uu}}\,d\varepsilon_3-\frac{F_{uT}}{F_{uu}}\,dT.$$

Insert this into $dD=\hat D_u\,du+\hat D_\varepsilon\,d\varepsilon_3+\hat D_T\,dT$ and collect terms:

$$dD=\left(\hat D_T-\hat D_u\frac{F_{uT}}{F_{uu}}\right)dT+\left(\hat D_\varepsilon-\hat D_u\frac{F_{u\varepsilon}}{F_{uu}}\right)d\varepsilon_3.$$

The first bracket is the charge per kelvin at fixed strain. It is the clamped coefficient $p_{\rm cl}$. The second is the charge per unit strain at fixed temperature and zero field, after the atoms have settled. It is the piezoelectric constant $e_{33}$. Each includes its own share of the motion of $u$, so nothing is counted twice. With several internal coordinates, $F_{uu}$ becomes a matrix and division by it becomes multiplication by its inverse; the separation is unchanged.

If the gripped slab lengthens at the rate $d\varepsilon_3/dT=\beta$, then

$$p=p_{\rm cl}+e_{33}\beta.$$

The rate $\beta$ is not the ordinary axial expansion coefficient, because the grips compress a slab that would otherwise expand sideways. This lengthens it further when $C_{13}>0$, where $C_{13}$ is the elastic constant that links in-plane strain to axial stress. The second half gives its value.

As a limit, let the grips also hold the height. Then $\beta=0$ and $p=p_{\rm cl}$, as the name requires.

### A point-charge picture for the signs

Let each cation carry charge $+q$ and each anion $-q$, with $q$ fixed. The hexagonal cell has edge $a$, height $c$, basal area $\sqrt3a^2/2$, and two cation–anion pairs. Count polarization from the arrangement with $u=3/8$, the value for ideal tetrahedra. Raising an anion by $(u-3/8)c$ gives the dipole $-q(u-3/8)c$ per pair. Two pairs in the volume $\sqrt3a^2c/2$ give

$$P_3=-\frac{2q(u-3/8)c}{\sqrt3a^2c/2}=-\frac{4q}{\sqrt3a^2}\left(u-\frac38\right).$$

To obtain $D$, multiply by $A/A_0=a^2/a_0^2$, where $a_0$ is the starting edge:

$$D=-\frac{4q}{\sqrt3a_0^2}\left(u-\frac38\right).$$

The current cell size has dropped out. In this picture charge flows when $u$ changes, and a stretch that leaves $u$ unchanged moves no charge through the meter.

Now stretch the crystal along axis 3. At fixed $u$ the axial bond, of length $uc$, would lengthen in proportion to $c$. Its stiffness resists, which lowers $u$ and raises $D$. In the limit of a rigid axial bond, $uc$ is constant, so $du/d\varepsilon_3=-u$ and

$$e_{33}=\frac{4qu}{\sqrt3a_0^2}>0.$$

Next stretch the basal plane. The three other bonds of each atom have length

$$b=\sqrt{\frac{a^2}{3}+\left(\frac12-u\right)^2c^2}.$$

A larger $a$ lengthens them. They can recover some length if $u$ moves up towards $1/2$, and a larger $u$ means a smaller $D$. Bond stretching therefore favours a negative in-plane constant. In a real crystal the electrons also redistribute, so this argument explains the signs in the picture and does not supply the constants of a material.

### Releasing the plane

With the grips removed, all three normal strains can occur. The strains $\varepsilon_1$ and $\varepsilon_2$ lie in the basal plane along perpendicular directions. The same elimination of internal coordinates gives

$$dD=p_{\rm cl}\,dT+e_{31}\,d\varepsilon_1+e_{32}\,d\varepsilon_2+e_{33}\,d\varepsilon_3+(\text{shear terms}).$$

Here $e_{31}$ is the charge per original area for a unit strain along direction 1 alone. To simplify the sum we need the symmetry of wurtzite. Its macroscopic properties are unchanged by a rotation of $60^\circ$ about axis 3. The half-cell shift that accompanies this rotation in the atomic structure has no effect on a uniform response.

Apply a small strain $\varepsilon$ along an in-plane direction at angle $\theta$ to direction 1. Its components are $\varepsilon_1=\varepsilon\cos^2\theta$, $\varepsilon_2=\varepsilon\sin^2\theta$ and, for the engineering shear, $\varepsilon_6=2\varepsilon\sin\theta\cos\theta=\varepsilon\sin2\theta$. The charge per unit strain is

$$L(\theta)=e_{31}\cos^2\theta+e_{32}\sin^2\theta+e_{36}\sin2\theta.$$

Using $\cos^2\theta=(1+\cos2\theta)/2$ and $\sin^2\theta=(1-\cos2\theta)/2$,

$$L(\theta)=\frac{e_{31}+e_{32}}2+\frac{e_{31}-e_{32}}2\cos2\theta+e_{36}\sin2\theta.$$

The last two terms form a single wave $R\cos(2\theta-\delta)$. Since $D$ along the axis is unchanged by the rotation, $L(\theta+60^\circ)=L(\theta)$. The rotation advances the phase of the wave by $120^\circ$, and a wave equal to its own copy shifted by $120^\circ$ has $R=0$. Hence

$$e_{32}=e_{31},\qquad e_{36}=0.$$

Thermal expansion along the direction $\theta$ has the same angular form, with the expansion components in place of the piezoelectric ones. The same argument gives equal expansion in every in-plane direction, with coefficient $\alpha_a$, and no in-plane shear. The two remaining shears tilt axis 3 relative to the plane. A half-turn about axis 3 reverses them, whereas free expansion must be unchanged by the half-turn, so they vanish. These statements assume that heating does not itself break the crystal symmetry, as a phase transition could.

### The free crystal

Without stress, the strains during heating are therefore

$$d\varepsilon_1=d\varepsilon_2=\alpha_a\,dT,\qquad d\varepsilon_3=\alpha_c\,dT,$$

where $\alpha_c$ is the axial expansion coefficient. Substitution gives

$$dD=p_{\rm cl}\,dT+e_{31}\alpha_a\,dT+e_{31}\alpha_a\,dT+e_{33}\alpha_c\,dT.$$

Dividing by $dT$ yields the stress-free coefficient:

$$p_{\rm free}=p_{\rm cl}+2e_{31}\alpha_a+e_{33}\alpha_c.$$

The factor two counts the two in-plane directions. The relation is between derivatives at $T_0$; it does not require the coefficients to stay constant at other temperatures.

### Limit: ideal tetrahedra

A crystal in which no charge should flow tests the relative factors. Let all bonds obey the same law, let the free energy, vibrations included, be a sum of terms that depend on single bond lengths and on the angles between neighbouring bonds, and keep the fixed point charges. Start from ideal tetrahedra, so that the four bond vectors at any atom have equal length and satisfy

$$\mathbf b_1+\mathbf b_2+\mathbf b_3+\mathbf b_4=0.$$

Stretching pulls along each bond with equal strength. An angular energy depending on $\mathbf b_i\cdot\mathbf b_j$ has a derivative with respect to $\mathbf b_i$ proportional to $\sum_{j\ne i}\mathbf b_j=-\mathbf b_i$. This too lies along the bond, with the same factor for every bond. The net force on each atom is proportional to the sum of its four bond vectors and vanishes. Uniform enlargement preserves this balance at any temperature, because every bond still obeys the same law.

Thus $u=3/8$ remains an equilibrium, and $D=0$, at any temperature and under any uniform enlargement. At fixed size this means $p_{\rm cl}=0$. Under $\varepsilon_1=\varepsilon_2=\varepsilon_3=\varepsilon$ it means

$$2e_{31}+e_{33}=0.$$

The stress is isotropic as well, since the tensor sum of $\mathbf b\mathbf b$ over a regular tetrahedron is proportional to the unit tensor. Free expansion therefore has $\alpha_a=\alpha_c=\alpha$, and the result reads $p_{\rm free}=0+(2e_{31}+e_{33})\alpha=0$. With a single $e_{31}$ in place of two, it would predict a charge that does not flow. The thermal statements rest on the free energy being a sum of bond and angle terms. Collective lattice vibrations do not give such a sum, and wurtzite symmetry fixes neither $u$ nor $c/a$, so with them a small $p_{\rm cl}$ and a small difference $\alpha_a-\alpha_c$ can remain even when all bonds are equal.

This limit suggests another grouping, obtained by adding and subtracting $e_{33}\alpha_a$:

$$2e_{31}\alpha_a+e_{33}\alpha_c=(2e_{31}+e_{33})\alpha_a+e_{33}(\alpha_c-\alpha_a).$$

The first term measures the response to uniform enlargement, and the second the response to a change of shape.

### A crystal with unequal bonds

The next stage makes the axial bonds different from the others. The model has charges $\pm2.7e$ and the free energy

$$F=\sum_b\left[\frac k2(b-l_b)^2+\frac32k_BT\ln\left(2\sinh\frac{\hbar\omega_b}{2k_BT}\right)\right]+\sum_{\rm angles}\frac{\kappa}{2l_0^2}\left(\mathbf b_i\cdot\mathbf b_j+\frac{l_0^2}3\right)^2.$$

The cell has eight bonds and 24 angles. We choose $k=12$ and $\kappa=1.0$ eV/Å², $l_0=1.95$ Å, and rest lengths $l_b$ of 1.97 Å for axial and 1.95 Å for basal bonds. The vibrational quantum is $\hbar\omega_b=60\,(b/l_b)^{-g}$ meV, with $g=2.5$ for axial and 3.5 for basal bonds. A bond that softens on stretching lowers its vibrational free energy by lengthening, and this drives the expansion. The choice of the two exponents also sets the sign of $p_{\rm cl}$ in this model: exchanging them makes it negative.

Minimization over the three normal strains and all internal positions at 300 K gives $u=0.3763$ and $P_3=-0.0124$ C/m². Separate calculations at held strain or held temperature give $e_{31}=-0.612$ and $e_{33}=1.233$ C/m², and $p_{\rm cl}=3.85$ µC/(m² K). A strain along direction 2 alone gives the same constant as one along direction 1. The free crystal has $\alpha_a=5.68\times10^{-6}$ and $\alpha_c=4.59\times10^{-6}$ K$^{-1}$. In µC/(m² K), the formula gives

$$p_{\rm free}=3.85-6.96+5.66=2.55.$$

Heating and cooling the stress-free crystal by 0.5 K, and reading the charge directly, also gives 2.55. The two values were tested to agree within $10^{-4}$ of the largest term.

The sum $2e_{31}+e_{33}$ is 0.008 C/m², less than one per cent of $e_{33}$, so this crystal is still close to the ideal limit in that respect. In the grouping above, uniform enlargement contributes about 0.05 and the change of shape about $-1.35$ µC/(m² K). The net effect of expansion here comes mostly from $\alpha_c$ being smaller than $\alpha_a$.

## Second half: conventions, fields and devices

### What is carried over

Axis 3 is [0001], $T$ is the temperature, and $A$ and $A_0$ are the current and original basal areas. The charge per original area is $D=P_3A/A_0$ at zero field. The strains $\varepsilon_1,\varepsilon_2$ lie in the plane and $\varepsilon_3$ lies along the axis, all measured from the stress-free state at $T_0$. The constants $e_{31}$ and $e_{33}$ give the change of $D$ per unit strain with internal positions relaxed; $\alpha_a$ and $\alpha_c$ are the free expansion coefficients. The first half found

$$dD=p_{\rm cl}\,dT+e_{31}(d\varepsilon_1+d\varepsilon_2)+e_{33}\,d\varepsilon_3,$$

$$p_{\rm free}=p_{\rm cl}+2e_{31}\alpha_a+e_{33}\alpha_c.$$

The model crystal with unequal bonds has $p_{\rm cl}=3.85$ and $p_{\rm free}=2.55$ µC/(m² K).

This part has shown that the stress-free coefficient is the clamped one plus the piezoelectric charge from free expansion, and has checked this against direct heating of a model crystal. What remains is to compare area conventions, derive the result again from entropy, and treat films on substrates, gallium nitride between 300 and 500 K, and open electrodes.
